# Comment on time reversal as complex conjugation in any basis

## The argument under review

The manuscript treats a spinless particle and reasons as follows.

1. Time reversal $\Theta$ turns $\psi(x)$ into $\psi^*(x)$. In the position basis it is therefore complex conjugation $K$ times the unit matrix.
2. A change of basis is unitary, and a unitary transformation leaves the unit matrix unchanged. So $\Theta$ conjugates the coefficients in any basis.
3. Hence a Hamiltonian is time-reversal invariant if and only if its matrix is real, whatever the basis.

From this the manuscript concludes that a particle on a ring in a certain static potential breaks time reversal, because its plane-wave matrix is complex, and that a ring threaded by a flux respects it, because that matrix is real.

Step 1 is correct: $(\Theta\psi)(x)=\psi^*(x)$ keeps $x$ and reverses $p=-i\,d/dx$. The question is whether step 2 survives when the operator being transformed is antilinear. Hartree atomic units are used below, with $\hbar=1$.

## The change of basis

Let $|b_k\rangle$ be an orthonormal basis and $|\psi\rangle=\sum_k c_k|b_k\rangle$. Antilinearity gives $\Theta|\psi\rangle=\sum_k c_k^*\,\Theta|b_k\rangle$, so

$$c\;\to\;Uc^*,\qquad U_{jk}=\langle b_j|\Theta b_k\rangle .$$

$U$ is unitary because $\Theta$ maps an orthonormal basis to an orthonormal basis. Now take new coefficients $c'=Vc$ with $V$ unitary, so that $c=V^\dagger c'$. The reversed state has new coefficients

$$VUc^*=VU(V^\dagger c')^*=VUV^T c'^*,$$

since $(V^\dagger)^*=V^T$. Therefore

$$U'=VUV^T .$$

Step 2 used $VUV^\dagger$, the rule for a linear operator. With $U=1$ that rule returns $1$, whereas the correct one returns $VV^T$.

The symbol $K$ also changes meaning with the basis. Conjugation of the new coefficients, expressed in the old ones, is

$$c\;\to\;V^\dagger(Vc)^*=V^\dagger V^*c^*=(V^TV)^*c^* .$$

It agrees with the old conjugation if and only if $V^TV=1$. Combined with $V^\dagger V=1$ this means $V^T=V^\dagger$, so $V$ is real. If $V^TV$ is a phase times the unit matrix, the two conjugations differ by that phase alone.

## Momentum basis

Here $V(p,x)=e^{-ipx}/\sqrt{2\pi}$ and $U=1$ in the position basis, so

$$U'(p,p')=\int\frac{dx}{2\pi}\,e^{-i(p+p')x}=\delta(p+p'),\qquad \phi(p)\to\phi^*(-p).$$

The manuscript's rule $\phi(p)\to\phi^*(p)$ is a different operation. Back in position space it gives

$$\int\frac{dp}{\sqrt{2\pi}}\,e^{ipx}\phi^*(p)=\left[\int\frac{dp}{\sqrt{2\pi}}\,e^{-ipx}\phi(p)\right]^*=\psi^*(-x),$$

which is time reversal combined with inversion. Take a Gaussian packet of width 0.5 bohr with mean position 1.5 bohr and mean momentum 2 a.u. True reversal gives means of 1.5 bohr and $-2$ a.u. Conjugation in the momentum basis gives $-1.5$ bohr and $+2$ a.u.: the packet has been moved, and it still travels in its old direction.

## Spherical harmonics

Use the Condon–Shortley convention: $Y_{l0}$ is real and $L_\pm Y_{lm}=\sqrt{(l\mp m)(l\pm m+1)}\,Y_{l,m\pm1}$. The components of $\mathbf L=-i\,\mathbf r\times\nabla$ are imaginary differential operators, so

$$(L_+f)^*=(L_xf+iL_yf)^*=-L_xf^*+iL_yf^*=-L_-f^* .$$

Suppose $Y_{lm}^*=(-1)^mY_{l,-m}$ for some $m\ge0$; it holds for $m=0$. Then

$$\sqrt{(l-m)(l+m+1)}\;Y_{l,m+1}^*=-L_-Y_{lm}^*=(-1)^{m+1}\sqrt{(l-m)(l+m+1)}\;Y_{l,-m-1},$$

so it holds for $m+1$, and conjugating the relation covers negative $m$. Consequently

$$\Theta\sum_m c_mY_{lm}=\sum_m c_m^*(-1)^mY_{l,-m},\qquad U'_{mm'}=(-1)^m\delta_{m,-m'} .$$

Plain conjugation of the $c_m$ again has a geometrical meaning. The ladder operators $L_\pm=e^{\pm i\varphi}(\pm\partial_\theta+i\cot\theta\,\partial_\varphi)$ keep the $\theta$-dependent factor real, so $Y_{lm}(\theta,\varphi)=Y_{lm}^*(\theta,-\varphi)$ and

$$\sum_m c_m^*Y_{lm}(\theta,\varphi)=\psi^*(\theta,-\varphi).$$

This is time reversal times the mirror $y\to-y$. The mirror changes the sign of $L_x$ and $L_z$ and keeps $L_y=zp_x-xp_z$; time reversal changes all three signs. Together they reverse $L_y$ alone.

For a p-shell state with $(c_1,c_0,c_{-1})=(2,\,2+i,\,0)/3$, one has $\langle L_z\rangle=|c_1|^2=4/9$. Since $L_+$ raises $m=0$ to $m=1$ with factor $\sqrt2$,

$$\langle L_x\rangle+i\langle L_y\rangle=\sqrt2\,c_1^*c_0=\frac{2\sqrt2\,(2+i)}{9}.$$

The vector $\langle\mathbf L\rangle$ is $(0.629,\,0.314,\,0.444)$. True reversal gives $(-0.629,\,-0.314,\,-0.444)$; conjugating the coefficients gives $(0.629,\,-0.314,\,0.444)$.

## The test for a Hamiltonian

If $d=Uc^*$, then $c=U^Td^*$. Acting with $\Theta^{-1}$, then a matrix $A$, then $\Theta$ gives

$$d\;\to\;U(AU^Td^*)^*=UA^*U^\dagger d .$$

Invariance of $H$ therefore reads

$$H=UH^*U^\dagger,$$

which becomes $H=H^*$ when $U=1$. In the $Y_{lm}$ basis it says $H_{mm'}=(-1)^{m+m'}H^*_{-m,-m'}$. Two p-shell examples show that reality is neither necessary nor sufficient.

The first is the real potential $g\,xy/r^2=\tfrac g2\sin^2\theta\sin2\varphi$ with $g=0.05$ hartree. With $Y_{1,\pm1}=\mp\sqrt{3/8\pi}\,\sin\theta\,e^{\pm i\varphi}$,

$$H_{1,-1}=-\frac{3}{8\pi}\,\frac g2\int_0^\pi\sin^5\theta\,d\theta\int_0^{2\pi}\sin2\varphi\,e^{-2i\varphi}d\varphi=-\frac{3g}{16\pi}\cdot\frac{16}{15}\cdot(-i\pi)=\frac{ig}{5},$$

or $0.01\,i$ hartree. The matrix is complex, yet the condition for this element is $H_{1,-1}=H^*_{-1,1}$, which Hermiticity guarantees. The potential is invariant under $\Theta$ but odd under $y\to-y$, and it is the mirror that plain conjugation detects.

The second is a Zeeman term $bL_z$ with the external field held fixed. Its matrix is real and diagonal, but $\Theta$ changes its sign. For $b=0.01$ hartree the largest element of $UH^*U^\dagger-H$ is $2b=0.02$ hartree.

## The two rings

For unit mass and a radius of 1 bohr, the first ring has

$$H=\frac{p^2}{2}+v_1\cos\theta+v_2\sin2\theta,\qquad v_1=0.5,\quad v_2=1\ \text{hartree},$$

where $\theta$ is now the angle on the ring. In the plane waves $e^{im\theta}/\sqrt{2\pi}$ the potential has elements $V_{m-m'}$, with $V_{\pm1}=v_1/2$ and $V_{\pm2}=\mp iv_2/2$. As in the momentum basis, $U_{mm'}=\delta_{m,-m'}$, and invariance requires $H_{mm'}=H^*_{-m,-m'}$. The kinetic term $m^2/2$ satisfies this because it is even in $m$. The potential satisfies it because $V_q=V_{-q}^*$ for any real potential. The first ring is invariant, contrary to the manuscript.

The complex elements are not a poor choice of phases. Rephasing the plane waves multiplies $H_{jk}$ by $e^{i(\alpha_j-\alpha_k)}$, and these factors cancel around a closed loop. But

$$H_{01}H_{12}H_{20}=(0.25)^2(-0.5\,i)=-0.03125\,i\ \text{hartree}^3,$$

while a real matrix would give a real product. The matrix does become real in the basis of $\cos m\theta$ and $\sin m\theta$, whose members are unchanged by $\Theta$.

Dynamics separates the two operations. Because $\Theta$ is antilinear and commutes with $H$, $\Theta e^{-iHt}\Theta^{-1}=e^{iHt}$. For a spinless particle $\Theta^{-1}=\Theta$, so evolving, reversing, evolving and reversing again restores the initial state:

$$\Theta e^{-iHt}\,\Theta e^{-iHt}=1 .$$

With plain conjugation the same sequence gives $e^{iH^*t}e^{-iHt}$, where $H^*$ contains the mirrored potential $V(-\theta)$. I took $c_m\propto e^{-(m-1)^2/4-im}$, $|m|\le15$ and $t=5$ a.u. The return probability is 1.000 with true reversal and 0.145 with plain conjugation. With $v_2=0$ the potential is even, $H^*=H$, and plain conjugation also gives 1.000. This echo test, run on a potential even under $\theta\to-\theta$, would not have exposed the error.

The second ring has $v_2=0$ and kinetic energy $(m+f)^2/2$, with flux parameter $f=0.2$. Its matrix is real. The correct test replaces $m$ by $-m$ on the diagonal, which gives $(m-f)^2/2$, so

$$UH(f)^*U^\dagger=H(-f)\neq H(f).$$

Time reversal at fixed flux is broken. The ground state has mean velocity $\langle m+f\rangle=0.0448$ a.u., equal to $dE/df$ as the Hellmann–Feynman theorem requires. Real coefficients do not forbid this, since $\langle m+f\rangle=\sum_m(m+f)|c_m|^2$ does not depend on the phases of the $c_m$. When $2f$ is an integer, the different antiunitary map $c_m\to c^*_{-m-2f}$ preserves $H$ and reverses $m+f$; at $f=0.2$ it is not available.

## When a conjugation basis exists

Step 2 can be repaired by asking for *some* basis instead of *any* basis. Step 3 then holds in a basis with $U=1$; reality in an arbitrary basis decides nothing, since every Hermitian matrix is real in its own eigenbasis. Applying $\Theta$ twice gives $U(Uc^*)^*=UU^*c$, and since $V^TV^*=(V^\dagger V)^*=1$,

$$U'U'^*=VUV^TV^*U^*V^\dagger=V(UU^*)V^\dagger .$$

Thus $\Theta^2=+1$ or $\Theta^2=-1$ is a basis-independent statement. If $U'=1$ in some basis, then $\Theta^2=+1$.

Conversely, let $UU^*=1$ in a finite dimension. Then $U^*=U^\dagger$, so $U=U^T$. Write $U=A+iB$ with $A$, $B$ real and symmetric. The imaginary part of $UU^*=1$ is $BA-AB=0$, so one real orthogonal $O$ diagonalizes both, and $U=ODO^T$ with $D$ a diagonal matrix of phases. Put $W=OD^{1/2}$, so that $U=WW^T$, and choose $V=W^\dagger$:

$$VUV^T=W^\dagger W\,W^TW^*=1 .$$

The new basis vectors satisfy $\Theta|b_j\rangle=|b_j\rangle$.

If $\Theta^2=-1$, then $UU^*=-1$ gives $U^T=-U$. The rule $VUV^T$ preserves antisymmetry, so the diagonal of $U'$ vanishes in every basis and $U'$ cannot be the unit matrix.

Spin 1/2 is such a case. Reversal of the spin requires $U\sigma_j^*U^\dagger=-\sigma_j$ for $j=x,y,z$. In the usual basis $\sigma_x$ and $\sigma_z$ are real and $\sigma_y$ is imaginary, so plain conjugation reverses $s_y$ alone. The choice $U=-i\sigma_y$ works: $\sigma_y$ anticommutes with $\sigma_x$ and $\sigma_z$, and $\sigma_y\sigma_y^*\sigma_y=-\sigma_y$. For two solutions $U_1$ and $U_2$, the product $U_2^\dagger U_1$ commutes with all $\sigma_j^*$ and is therefore a phase, so the choice is unique up to a phase. This $U$ is real with $U^2=-1$, hence $\Theta^2=-1$. Its elements are $U_{21}=1=-U_{12}$, so

$$(VUV^T)_{21}=V_{22}V_{11}-V_{21}V_{12}=\det V,\qquad U'=\det(V)\,(-i\sigma_y).$$

The distance from plain conjugation is the same in every basis:

$$\|U'-1\|^2=\mathrm{tr}\,U'^\dagger U'+\mathrm{tr}\,1-2\,\mathrm{Re}\,\mathrm{tr}\,U'=2+2-0=4 .$$

The numerical check finds the distance 2 in each of 200 random bases. If the manuscript is extended to one electron with spin, or to an odd number $N$ of them, for which $\Theta^2=(-1)^N=-1$, its reality criterion cannot be rescued by a better choice of basis; the condition $H=UH^*U^\dagger$ carries over unchanged.

## Numbers as computed

```
PACKET
width (standard deviation of x): 0.50 bohr
initial, mean x: 1.5000 bohr
initial, mean p: 2.0000 a.u.
time reversed, mean x: 1.5000 bohr
time reversed, mean p: -2.0000 a.u.
conjugated in p basis, mean x: -1.5000 bohr
conjugated in p basis, mean p: 2.0000 a.u.
P SHELL, order m = 1, 0, -1
state, real parts: 0.6667, 0.6667, 0.0000 (none)
state, imaginary parts: 0.0000, 0.3333, 0.0000 (none)
initial Lx, Ly, Lz: 0.6285, 0.3143, 0.4444 hbar
time reversed Lx, Ly, Lz: -0.6285, -0.3143, -0.4444 hbar
conjugated in Y basis Lx, Ly, Lz: 0.6285, -0.3143, 0.4444 hbar
strength g of potential g xy/r^2: 0.0500 hartree
its element <1|H|-1>, real part: 0.0000 hartree
its element <1|H|-1>, imaginary part: 0.0100 hartree
its eigenvalues: -0.0100, 0.0000, 0.0100 hartree
its defect under true reversal: 0.0000 hartree
its defect under plain conjugation: 0.0200 hartree
strength b of Zeeman term b Lz: 0.0100 hartree
its defect under true reversal: 0.0200 hartree
its defect under plain conjugation: 0.0000 hartree
RING, unit mass and radius 1 bohr
v1, v2: 0.5000, 1.0000 hartree
packet centre in m: 1.0 hbar
packet centre in angle: 1.0 rad
evolution time (each leg): 5.0 a.u.
loop H01 H12 H20, imaginary part: -0.03125 hartree^3
return probability, true reversal: 1.0000 (none)
return probability, plain conjugation: 0.1448 (none)
same with v2 = 0, plain conjugation: 1.0000 (none)
RING WITH FLUX, v2 = 0
flux f in (m+f)^2/2: 0.20 (none)
largest imaginary part of H: 0.0000 hartree
ground-state energy: -0.184202 hartree
ground-state mean of m+f: 0.044786 hbar
dE/df by finite difference: 0.044786 hartree
SPIN 1/2
number of random bases: 200
Frobenius distance of U' from 1, min and max: 2.0000, 2.0000 (none)
```
